# F Centre in a Box: Absorption Energy and Its Size Exponent

## The problem

An F centre is an electron bound at the site of a missing anion in an ionic crystal. The surrounding cations attract it and hold it in the vacancy. Along a series of hosts with the same structure and ion charges, its optical absorption moves to lower energy as the lattice spacing grows. For alkali halides with the rocksalt structure, the empirical Mollwo-Ivey relation describes this trend as $\Delta E\propto a^{-n}$, with $n$ roughly 1.8. Here $a$ may be the lattice constant or the nearest ion distance $d$, since a constant factor between them leaves the exponent unchanged.

Treat the electron as one particle of free mass $m$ in a cube of side $a$. The ions stay fixed during absorption.

**(a)** The walls are impenetrable. Find the lowest absorption energy, check that the transition is dipole allowed, and read off the exponent.

**(b)** The walls now have a finite height. Use the separable potential $v(x)+v(y)+v(z)$, where $v=0$ inside an interval of length $a$ and $v=V_0$ outside it. Find the absorption energy and the local exponent

$$n=-\frac{d\ln\Delta E}{d\ln a}$$

when $V_0$ stays fixed as $a$ changes. Is it above or below the hard-wall value?

**(c)** Take $a=10$ bohr and estimate $V_0$ from a lattice of point ions with $d=a/2$. Calculate the gap and the exponent. What fixed depth would give $n=1.8$ at this size?

Part (a) keeps $h$ and $m$ visible. Afterwards Hartree atomic units are used, with $\hbar=m=e=1$ and $h=2\pi$. Energies are measured from the bottom of the well.

## Hints

1. In both potentials the wave function is a product of three one-dimensional functions. Ask which quantum numbers change in the lowest excitation.

2. For the finite well, put the origin at the centre and treat even and odd functions separately. Write the matching condition as an equation for the phase $ka/2$, where $k$ is the wave number inside.

3. You do not need an explicit formula for the energy to find its slope. Differentiate the matching condition with respect to $a$.

4. A level's exponent and the gap's exponent are different quantities. Combine the slopes of the two levels before dividing by the gap.

5. For the depth, an electron at the vacancy centre has the potential energy $-\alpha/d$, where $\alpha$ is the Madelung constant.

## Full solution

### (a) Hard walls

Along $x$, with walls at $0$ and $a$, the wave function must vanish at both ends. The normalized solutions are

$$\phi_j(x)=\sqrt{\frac2a}\,\sin\frac{j\pi x}{a},\qquad j=1,2,3,\ldots$$

The wave number is $j\pi/a$, so the kinetic energy is

$$\frac{\hbar^2}{2m}\frac{j^2\pi^2}{a^2}=\frac{h^2j^2}{8ma^2},$$

because $\hbar=h/2\pi$. Adding the three directions gives

$$E=\frac{h^2}{8ma^2}\left(n_x^2+n_y^2+n_z^2\right).$$

The ground state $(1,1,1)$ has the sum 3. The next level has the sum 6 and contains the three states $(2,1,1)$, $(1,2,1)$ and $(1,1,2)$. Therefore

$$\Delta E=\frac{3h^2}{8ma^2}=\frac{3\pi^2}{2a^2}\quad\text{(atomic units)}.$$

For light polarized along $x$, the $y$ and $z$ functions do not change and their overlaps are 1. The remaining integral is

$$\langle1|x|2\rangle=\frac1a\int_0^a x\left[\cos\frac{\pi x}{a}-\cos\frac{3\pi x}{a}\right]dx,$$

where the product of sines has been written as a difference of cosines. Integration by parts gives, for a positive integer $q$,

$$\int_0^a x\cos\frac{q\pi x}{a}\,dx=\frac{a^2}{q^2\pi^2}\left[(-1)^q-1\right].$$

This equals $-2a^2/(q^2\pi^2)$ for odd $q$ and zero for even $q$. Hence

$$\langle1|x|2\rangle=-\frac{2a}{\pi^2}\left(1-\frac19\right)=-\frac{16a}{9\pi^2}.$$

The transition is allowed. Its sign depends on the signs chosen for the wave functions and does not affect the absorption strength.

The exponent is 2 at every size. The hard box contains no length other than $a$, so $h^2/(ma^2)$ is the one energy scale available. A different exponent requires a second length or energy.

### (b) Walls of finite height

The potential is again a sum, so the energies of the three directions add. The ground state has energy $3E_1$, and the lowest excited state has energy $E_2+2E_1$, where $E_j$ are the levels of the one-dimensional well. The gap is

$$\Delta E=E_2-E_1.$$

The quantity $V_0$ is the step met on crossing a face of the cube. Beyond an edge the potential is $2V_0$, and beyond a corner it is $3V_0$. This is the price of separability: the model differs from a cube surrounded by a constant potential.

**Matching at the walls.** Put the one-dimensional well between $-a/2$ and $a/2$. For a bound level define

$$k=\sqrt{2E},\qquad \kappa=\sqrt{2(V_0-E)},\qquad k_0=\sqrt{2V_0},$$

so that $k^2+\kappa^2=k_0^2$. The function oscillates inside and decays as $e^{-\kappa|x|}$ outside. Its value and slope are continuous at the wall, so the ratio of slope to value is continuous too. Let

$$\theta=\frac{ka}{2},\qquad P=\frac{k_0a}{2},\qquad \frac{k}{k_0}=\frac{\theta}{P}.$$

The lowest level is even, $\cos kx$ inside. Matching gives $k\tan\theta=\kappa$ with $0<\theta<\pi/2$. Together with $k^2+\kappa^2=k_0^2$ this means $\cos\theta=k/k_0$, or

$$\theta_1=\frac\pi2-\arcsin\frac{\theta_1}{P}.$$

The second level is odd, $\sin kx$ inside. Matching gives $k\cot\theta=-\kappa$ with $\pi/2<\theta<\pi$. Now $\sin\theta=k/k_0$ and $\cos\theta=-\kappa/k_0$, so

$$\theta_2=\pi-\arcsin\frac{\theta_2}{P}.$$

Both conditions have the form

$$\theta_j+\arcsin\frac{\theta_j}{P}=\frac{j\pi}{2},\qquad E_j=\frac{2\theta_j^2}{a^2}.$$

The left side grows from 0 to $P+\pi/2$ as $\theta_j$ goes from 0 to $P$. The second level is therefore bound if $P>\pi/2$. The transition remains dipole allowed: $\phi_1$ has no node, $\phi_2$ is odd with its node at the centre, and $x\phi_1\phi_2$ has one sign throughout.

**Slope of a level.** In terms of $k$, the matching condition is

$$ka=j\pi-2\arcsin\frac{k}{k_0}.$$

Differentiate with respect to $a$ at fixed $V_0$, hence fixed $k_0$:

$$k+a\frac{dk}{da}=-\frac{2}{\sqrt{k_0^2-k^2}}\frac{dk}{da}=-\frac2\kappa\frac{dk}{da}.$$

Solving for the derivative and using $E=k^2/2$,

$$\frac{dk}{da}=-\frac{k}{a+2/\kappa},\qquad
\frac{dE_j}{da}=k\frac{dk}{da}=-\frac{2E_j}{a+2/\kappa_j}.$$

The exponent of one level is thus

$$\nu_j=-\frac{a}{E_j}\frac{dE_j}{da}=\frac{2}{1+2/(\kappa_ja)}.$$

The length $1/\kappa_j$ is the distance over which the wave function falls by a factor $e$ outside a wall. A level responds to a change of $a$ as if the box had the side $a+2/\kappa_j$. A given change of $a$ is then a smaller fractional change of the effective size.

**Exponent of the gap.** Subtracting the two slopes and multiplying by $-a/\Delta E$ gives

$$n=\frac{\nu_2E_2-\nu_1E_1}{E_2-E_1}
=\nu_2-\frac{(\nu_1-\nu_2)E_1}{E_2-E_1}.$$

The second form follows by adding and subtracting $\nu_2E_1$ in the numerator. The upper level lies closer to the top of the wall, so $\kappa_2<\kappa_1$ and $\nu_2<\nu_1$. It follows that

$$n<\nu_2<2.$$

At fixed depth, finite walls lower the exponent. The gap's exponent is lower than that of either level.

**Strong-well limit.** For $P\gg1$, replace $\arcsin(\theta_j/P)$ by $\theta_j/P$. Then

$$\theta_j\approx\frac{j\pi/2}{1+1/P},\qquad
\Delta E=\frac{2(\theta_2^2-\theta_1^2)}{a^2}\approx\frac{3\pi^2}{2(a+2/k_0)^2}.$$

The last step uses $a/P=2/k_0$. The hard-wall formula returns with each wall moved outward by $1/k_0$. At fixed $k_0$ this gives

$$n\approx\frac{2a}{a+2/k_0}=\frac{2}{1+1/P}.$$

At $P=10$ the approximation gives 1.818 and the full expression 1.809. At $P=3$ the values are 1.50 and 1.27, so the limit is no longer a good guide. At fixed depth, the finite well does not produce a single power law: its exponent changes with $P$, and therefore with $a$.

### (c) Numbers for a box of side 10 bohr

The hard-wall gap is

$$\Delta E=\frac{3\pi^2}{2(10)^2}=0.1480\ \text{hartree}=4.03\ \text{eV}.$$

For the depth, consider a rocksalt lattice of unit point charges. The Madelung constant is $\alpha=1.7476$, and the nearest distance is $d=5$ bohr. Choosing the wall height equal to the magnitude of the potential energy at the vacancy centre gives

$$V_0=\frac{\alpha}{d}=\frac{1.7476}{5}=0.3495\ \text{hartree}=9.5\ \text{eV}.$$

This is a model choice. The real potential is not flat inside the vacancy, and the ions have finite size and can be polarized.

The well strength is

$$P=\frac{10}{2}\sqrt{2(0.3495)}=4.180.$$

The matching equations give $\theta_1=1.2637$ and $\theta_2=2.5004$, compared with $\pi/2$ and $\pi$ for hard walls. The energies follow as

$$E_1=\frac{2(1.2637)^2}{100}=0.0319,\qquad
E_2=\frac{2(2.5004)^2}{100}=0.1250\ \text{hartree}.$$

Their difference is $0.0931$ hartree, or $2.53$ eV. This is 37 percent below the hard-wall gap, relative to the hard-wall gap.

The penetration lengths are 1.255 bohr for level 1 and 1.492 bohr for level 2. Thus

$$\nu_1=\frac{2}{1+2(1.255)/10}=1.599,\qquad
\nu_2=\frac{2}{1+2(1.492)/10}=1.540,$$

and, keeping the digits needed for the subtraction,

$$n=\frac{1.5402(0.12504)-1.5988(0.03194)}{0.09310}=1.52.$$

Diagonalization of the one-dimensional well on a grid, repeated at neighbouring widths, gives the same gap and exponent to the digits quoted here.

The finite well moves the exponent in the right direction, but at this depth and with fixed $V_0$ it moves it too far. Solving $n=1.8$ at $a=10$ bohr gives $P=9.54$ and

$$V_0=\frac{2P^2}{a^2}=\frac{2(9.54)^2}{100}=1.82\ \text{hartree}=49.5\ \text{eV}.$$

That is 5.2 times the point-ion estimate. Within this model, a fixed depth of plausible size does not account for the value 1.8. The next question is whether the depth should be fixed at all.

## Variation 1: the depth changes with the crystal

**Question.** Suppose $V_0\propto a^{-s}$ along a series of crystals. How does the exponent change, and what follows for the point-ion depth?

**Solution.** The phases $\theta_1$ and $\theta_2$ depend on $P$ alone, so

$$\Delta E=\frac{g(P)}{a^2},\qquad g(P)=2(\theta_2^2-\theta_1^2),\qquad P=a\sqrt{\frac{V_0}{2}}.$$

The assumed depth law gives $P\propto a^{1-s/2}$. Taking the logarithmic derivative of the gap,

$$n_s=2-\left(1-\frac s2\right)\frac{d\ln g}{d\ln P}.$$

For $s=0$ this must equal the fixed-depth exponent $n$ at the same $P$, so $d\ln g/d\ln P=2-n$. Hence

$$n_s=2-\left(1-\frac s2\right)(2-n).$$

The point-ion depth is $V_0=\alpha/d=2\alpha/a$, which has $s=1$. The exponent becomes

$$n_1=1+\frac n2=1+\frac{1.520}{2}=1.76$$

at $a=10$ bohr. A smaller box now also has higher walls. This raises its gap above the fixed-depth value and makes the dependence on $a$ steeper.

The comparison can be extended to a range of sizes. The fixed depth below is the point-ion value at 10 bohr, so the two models agree there. Gaps are in hartree.

| $a$ (bohr) | fixed $V_0$ | $V_0\propto1/a$ |
|---|---|---|
| 8 | 0.1286 | 0.1374 |
| 10 | 0.0931 | 0.0931 |
| 12 | 0.0700 | 0.0674 |
| 14 | 0.0543 | 0.0511 |

A straight-line fit of $\ln\Delta E$ against $\ln a$ gives the exponent 1.54 for fixed depth and 1.77 for the scaled depth. In the scaled model the local exponent rises from 1.73 at 8 bohr to 1.80 at 14 bohr. Even so, the fitted power law misses none of these four gaps by more than 0.3 percent of its fitted value. A good power-law fit over a short range therefore does not prove that the underlying exponent is constant.

The scaled model comes close to the Mollwo-Ivey exponent without a fitted depth. The agreement concerns the exponent only: the gap of 2.53 eV at $a=10$ bohr lies below the roughly 3 eV measured in alkali halides with $d$ near 5 bohr. This does not establish finite walls as the cause of the observed exponent, because the exponent depends on the flat bottom and sharp walls assumed here. In a deep well with a parabolic bottom, whose width scales with $a$, the level spacing is proportional to $\sqrt{V_0}/a$, so $V_0\propto1/a$ gives the exponent 1.5; a parabola cut off at the point-ion depth gives 1.42 at $a=10$ bohr. The point-ion potential itself has no quadratic term at the vacancy centre and first varies as the fourth power of the distance, and it has no sharp wall. Its spherical average gives a gap of 0.096 hartree at $a=10$ bohr and a fitted exponent of 1.61 over the four sizes above. Within the square well, other pairs of $s$ and $P$ also give 1.8: with $s=1$ and $a=10$ bohr, a depth of 0.481 hartree does so, and with $s=0$ the depth is 1.82 hartree. The model also omits ion size, polarization and the true shape of the potential, each of which may vary along the series.

The case $s=2$ is instructive. Then $P$ is constant and $n_2=2$, although the walls are finite and the electron penetrates them. Penetration lowers the gap in every crystal by the same factor and leaves the exponent alone. What changes the exponent is a change in the penetration relative to the box size.

## Variation 2: a well that barely holds the excited state

**Question.** Keep $V_0$ fixed and let $P$ approach $\pi/2$ from above. What happens to the gap when the box is made slightly larger?

**Solution.** At this threshold the second level reaches the top of the wall. Thus $E_2\to V_0$ and $\kappa_2\to0$, and

$$\nu_2=\frac{2\kappa_2a}{\kappa_2a+2}\to0.$$

The general expression for the gap's exponent becomes

$$n\to-\frac{\nu_1E_1}{V_0-E_1}<0.$$

A negative exponent means that the gap widens as the box grows. As $P\to\pi/2$, the upper level's wave function spreads far outside the well and the slope of this level vanishes, while the lower level still falls. Close enough to threshold, the distance between them therefore increases.

The vanishing slope of the upper level, and the range of $P$ over which the exponent is negative, belong to the separable model. Near threshold the total energy of the excited state, $E_2+2E_1$, lies above $V_0$. For a state excited along $x$, the electron stays bound only because $v(y)$ and $v(z)$ still confine it beyond the $x$ faces. A constant potential $V_0$ outside the cube would not hold an electron of that energy. A spherical well of radius $R$ with constant $V_0$ outside binds its p level for $k_0R>\pi$. At that threshold the p function falls as $1/r^2$ and stays normalizable, so its slope does not vanish. The gap's exponent is still negative there, but only very close to threshold: it is $-0.09$ at $k_0R=\pi+0.001$ and already $+0.2$ at $k_0R=3.17$.

At $P=1.7$ the formula gives $n=-0.074$, and grid diagonalization gives the same value. At $P=2$ the exponent is already $+0.58$. For fixed depth, the gap therefore passes through a maximum at a size between these two strengths. If the depth instead follows $1/a$, the exponent at $P=1.7$ is $1-0.074/2=0.96$, and the gap shrinks with growing $a$ as usual.

For $P\le\pi/2$ there is no bound second level. Light can then lift the electron into unbound states, but the model has no line between two bound levels, and the exponent defined above loses its meaning. The point-ion example, with $P=4.18$, is well away from this regime. The numerical output lists the intermediate values for the point-ion example, and the gaps, exponents or depths for the other cases.

## Values computed for the example and the checks

```
box side a = 10.0 bohr
hard-wall gap = 0.14804 hartree
hard-wall gap = 4.028 eV
3D grid gap / formula = 0.99939
dipole element |<1|x|2>| = 1.8013 bohr
Madelung constant, series = 1.74756
Madelung constant, direct sum = 1.74756
point-ion depth V0 = 0.34951 hartree
point-ion depth V0 = 9.51 eV
well strength P = 4.1804
theta1 = 1.2637 rad
theta2 = 2.5004 rad
E1 = 0.03194 hartree, E2 = 0.12504 hartree
penetration 1/kappa1 = 1.2548 bohr
penetration 1/kappa2 = 1.4925 bohr
finite-well gap = 0.09310 hartree
finite-well gap = 2.533 eV
finite-well gap from grid = 0.09310 hartree
level exponents nu1 = 1.5988, nu2 = 1.5402
gap exponent, fixed V0 = 1.5202, grid 1.5202
gap exponent, V0 ~ 1/a = 1.7601, grid 1.7601
near threshold P = 1.7: n = -0.0739, grid -0.0739
P =  2.0: n = 0.5762, 2/(1+1/P) = 1.3333
P =  3.0: n = 1.2700, 2/(1+1/P) = 1.5000
P =  5.0: n = 1.6085, 2/(1+1/P) = 1.6667
P = 10.0: n = 1.8092, 2/(1+1/P) = 1.8182
P = 20.0: n = 1.9035, 2/(1+1/P) = 1.9048
n = 1.8 at fixed V0: P = 9.537, V0 = 1.819 hartree = 49.5 eV
n = 1.8 with V0 ~ 1/a: P = 4.904, V0 = 0.481 hartree = 13.1 eV
a =  8.0 bohr: gap hard 0.23132, fixed V0 0.12865, V0 ~ 1/a 0.13738 hartree
a = 10.0 bohr: gap hard 0.14804, fixed V0 0.09310, V0 ~ 1/a 0.09310 hartree
a = 12.0 bohr: gap hard 0.10281, fixed V0 0.06997, V0 ~ 1/a 0.06740 hartree
a = 14.0 bohr: gap hard 0.07553, fixed V0 0.05433, V0 ~ 1/a 0.05112 hartree
a =  8.0 bohr: local n, fixed V0 1.3687, V0 ~ 1/a 1.7258
a = 14.0 bohr: local n, fixed V0 1.6700, V0 ~ 1/a 1.8019
fitted exponent, fixed V0 = 1.5394
fitted exponent, V0 ~ 1/a = 1.7662
largest misfit of power law, V0 ~ 1/a = 0.287 percent
```
